# How Far Is Hafnia Breakdown from Electromechanical Collapse?

**Question.** A voltage across an insulating film pulls its two electrodes together. The film becomes thinner, the field inside it rises, and the pull grows. At what field does this feedback crush a hafnia film with Young's modulus 200 GPa and relative permittivity 20? How does that field scale with the properties of the film, and can the process explain breakdown at the fields of roughly 5 MV/cm that are typical of hafnia, or at 10 MV/cm, taken as a generous value for very thin films?

**Answer.** The estimate follows from balancing the electrostatic pressure against the elastic resistance of the film, and then asking when the balance ceases to exist.

### The model

Let the unstressed thickness be $d_0$, the actual thickness $d$, and their ratio $\lambda=d/d_0$. The voltage $V$ across the film is held fixed. Two fields must be distinguished: the apparent field $F=V/d_0$, which refers to the unstressed thickness, and the true field $V/d=F/\lambda$. Both use the voltage across the hafnia alone, not the voltage across a stack of several layers.

The Stark-Garton model takes the compressive stress to be $Y\ln(1/\lambda)$, where $Y$ is Young's modulus. I take the electrode area and the relative permittivity $\kappa$ as constant, and the film as flat and uniform. The algebra is in atomic units, in which the vacuum permittivity is $1/(4\pi)$.

**Electrical energy.** The capacitance per area is $C=\kappa/(4\pi d)$. The field stores $CV^2/2$, while the battery, in delivering the charge $CV$ at voltage $V$, loses $CV^2$. The sum is

$$
U=\frac{CV^2}{2}-CV^2=-\frac{\kappa V^2}{8\pi d}.
$$

This energy falls as $d$ decreases, so the electrodes attract. The pressure is

$$
p=\frac{dU}{dd}=\frac{\kappa}{8\pi}\left(\frac{V}{d}\right)^2 .
$$

**Elastic energy.** The work per area needed to compress the film from $d_0$ to $d$ is the integral of the stress over the thickness. With $u$ as the running thickness ratio,

$$
W=d_0Y\int_\lambda^1(-\ln u)\,du
=d_0Y\big[u-u\ln u\big]_\lambda^1
=d_0Y(\lambda\ln\lambda-\lambda+1).
$$

Substituting $V=Fd_0$ and $d=\lambda d_0$ in $U$, the total energy $G=W+U$ becomes

$$
\frac{G}{d_0}=Y(\lambda\ln\lambda-\lambda+1)-\frac{\kappa F^2}{8\pi\lambda}.
$$

### Where the balance is lost

At equilibrium the first derivative vanishes:

$$
\frac{1}{d_0}\frac{dG}{d\lambda}=Y\ln\lambda+\frac{\kappa F^2}{8\pi\lambda^2}=0 .
$$

Since $-\ln\lambda=\ln(1/\lambda)$, this says that the electrostatic pressure equals the elastic stress. Solved for the field, it reads

$$
F^2=\frac{8\pi Y}{\kappa}\,\lambda^2\ln\frac1\lambda .
$$

The right-hand side is zero at $\lambda=1$, rises as the film is compressed, and falls again towards zero at small $\lambda$. Its derivative with respect to $\lambda$ is proportional to $2\lambda\ln(1/\lambda)-\lambda$, which vanishes when $\ln(1/\lambda)=1/2$. The greatest field that permits equilibrium therefore occurs at $\lambda=e^{-1/2}$.

The second derivative shows which equilibria are stable:

$$
\frac{1}{d_0}\frac{d^2G}{d\lambda^2}
=\frac{Y}{\lambda}-\frac{\kappa F^2}{4\pi\lambda^3}
=\frac{Y}{\lambda}\left(1-2\ln\frac1\lambda\right).
$$

The last form uses the equilibrium condition to replace $\kappa F^2/(8\pi\lambda^2)$ by $Y\ln(1/\lambda)$. The expression is positive for $\lambda>e^{-1/2}$, where the film sits in an energy minimum, and negative for smaller $\lambda$, where the equilibrium is an energy maximum. The two merge at the greatest field, and above it no equilibrium remains.

Inserting $\lambda^2=e^{-1}$ and $\ln(1/\lambda)=1/2$ gives $F_c^2=4\pi Y/(e\kappa)$, or

$$
F_c=e^{-1/2}\sqrt{\frac{4\pi Y}{\kappa}} .
$$

In SI units this is $e^{-1/2}\sqrt{Y/(\epsilon_0\kappa)}$, with $\epsilon_0$ the vacuum permittivity. The collapse field grows as the square root of stiffness, falls as the inverse square root of permittivity, and does not depend on thickness. The collapse voltage $F_cd_0$ is proportional to thickness.

### The size for hafnia

In atomic units the modulus is $Y=0.006798$. Hence

$$
F_c=0.6065\sqrt{\frac{4\pi(0.006798)}{20}}=0.03964 .
$$

One atomic unit of field is about 5142 MV/cm, so

$$
F_c\approx204\ \text{MV/cm}\quad(2.04\ \text{V/angstrom}).
$$

A direct search of the energy curve for the field at which its local minimum disappears also gives 203.8 MV/cm.

This is 41 times the rough breakdown field of 5 MV/cm, and 20 times the generous value of 10 MV/cm. For a film 4 nm thick, collapse would need about 82 V, whereas 5 MV/cm corresponds to 2 V.

The model's collapse point lies well outside its own range of validity. The film would be compressed by 39%, the true field would be 336 MV/cm, and the pressure would be $Y/2=100$ GPa. An elastic law with constant modulus cannot be trusted there for a brittle oxide. Nor can a constant permittivity: much of hafnia's response comes from displaced ions, and at such a true field a linear response would require displacements that are a large part of a bond length. The value of $F_c$ is thus an extrapolated scale, not a field that a real film could be expected to reach.

### What happens at the actual breakdown field

The opposite limit, small compression, needs no extrapolation of the elastic law, though it still assumes a constant permittivity and a non-polar film with no piezoelectric strain. Write $\lambda=1-s$ with $s\ll1$. Then $\ln(1/\lambda)\approx s$ and $\lambda^2\approx1$, and the equilibrium condition becomes

$$
s\approx\frac{\kappa F^2}{8\pi Y}=\frac{1}{2e}\left(\frac{F}{F_c}\right)^2 .
$$

The second form follows from $F_c^2=4\pi Y/(e\kappa)$. At 5 MV/cm,

$$
s\approx\frac{1}{2e\,(40.8)^2}\approx1.1\times10^{-4}.
$$

A 4 nm film becomes thinner by about 0.0004 nm under a pressure of 0.022 GPa. At 10 MV/cm the strain is four times larger, $4.4\times10^{-4}$. The second derivative found above contains the factor $1-2\ln(1/\lambda)\approx1-2s$, so in this model the feedback cancels only about 0.09% of the elastic stiffness even at 10 MV/cm. It is present, but far too weak to run away. These strains are those of the constant-permittivity model. If the permittivity varies as $\lambda^{-n}$ (treated below), the small strain is multiplied by $n+1$, so its size in a real film, and for $n<-1$ even its sign, depends on how the permittivity responds to strain.

One may also ask how soft the film would have to be for collapse to occur at 5 MV/cm. Solving the formula for $F_c$ for the modulus at fixed permittivity gives

$$
Y_{\rm needed}=\frac{e\kappa F^2}{4\pi}=\frac{200\ \text{GPa}}{(40.8)^2}\approx0.12\ \text{GPa}.
$$

The assumed modulus is about 1700 times larger. Because the field depends on the square root of $Y$, even halving the modulus lowers $F_c$ by only 29%.

Nor, with constant permittivity, does ordinary unevenness close the gap. If a broad, flat region of the film were thinner than the rest, 2 V would produce the collapse field there at a thickness of

$$
\frac{2\ \text{V}}{20.4\ \text{V/nm}}\approx0.098\ \text{nm},
$$

which is smaller than the spacing between neighbouring atoms. At 4 V, which corresponds to 10 MV/cm in the 4 nm film, the thickness would be 0.20 nm, still only about one atomic spacing. This argument does not cover sharp tips or cracks, where the field and the stress are not uniform.

### How much the elastic assumptions matter

The following changes are made one at a time, with the other parameters held fixed.

**Stress law.** If the stress is $Y(1-\lambda)$ instead of $Y\ln(1/\lambda)$, equilibrium requires $F^2=(8\pi Y/\kappa)\lambda^2(1-\lambda)$. The maximum is at $\lambda=2/3$, where $\lambda^2(1-\lambda)=4/27$. The prefactor $e^{-1/2}=0.607$ becomes $\sqrt{8/27}=0.544$, and the collapse field is 183 MV/cm. A law that stiffens strongly under compression can remove the collapse altogether. For a stress $(Y/k)(\lambda^{-k}-1)$, equilibrium requires $F^2=(8\pi Y/\kappa)(\lambda^{2-k}-\lambda^2)/k$, which for $k>2$ grows without limit as $\lambda$ decreases, so a stable equilibrium exists at every field.

**Free spreading.** Suppose that the film keeps its volume and that its electrodes expand with it. The area then grows as $1/\lambda$ and the capacitance as $1/\lambda^2$. With elastic energy $\tfrac12Y\ln^2\lambda$ per volume, the energy per volume is

$$
g=\frac{Y}{2}\ln^2\lambda-\frac{\kappa F^2}{8\pi\lambda^2}.
$$

Setting its derivative to zero gives $F^2=(4\pi Y/\kappa)\lambda^2\ln(1/\lambda)$, half the earlier expression. The collapse field falls by $\sqrt2$, to 144 MV/cm.

**Lateral clamping.** A film bonded to a thick substrate cannot spread. Let $\sigma_z$ be the stress across the film, $\sigma_x$ the equal stresses along both in-plane directions, and $\nu$ Poisson's ratio. Zero in-plane strain requires $\sigma_x-\nu(\sigma_x+\sigma_z)=0$, so $\sigma_x=\nu\sigma_z/(1-\nu)$. The strain across the film is then

$$
\frac{\sigma_z-2\nu\sigma_x}{Y}
=\frac{\sigma_z}{Y}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma_z}{Y}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
$$

For a rough value $\nu=0.3$ the effective modulus is $1.35\,Y$. Used in the same logarithmic law, it raises the collapse field to 236 MV/cm. That figure depends on the law chosen at large strain: an elastic energy $\tfrac12(1.35\,Y)\ln^2\lambda$ at fixed area gives 334 MV/cm.

**Changing permittivity.** Let the permittivity vary as $\kappa\lambda^{-n}$ with $n>-1$, so that for positive $n$ it rises on compression. The electrical term in $G/d_0$ becomes $-\kappa F^2\lambda^{-(n+1)}/(8\pi)$, and equilibrium gives

$$
F^2=\frac{8\pi Y}{\kappa(n+1)}\,\lambda^{n+2}\ln\frac1\lambda .
$$

The maximum is at $\ln(1/\lambda)=1/(n+2)$, where $\lambda^{n+2}=e^{-1}$. Therefore

$$
F_{c,n}^2=F_c^2\,\frac{2}{(n+1)(n+2)} .
$$

A trial value $n=5$, chosen to show the sensitivity and not measured for hafnia, lowers the collapse field to 44.5 MV/cm. This is the largest reduction among these four changes, but $n=5$ is not a bound. If the permittivity followed the Clausius-Mossotti relation with fixed polarizabilities, $(\kappa-1)/(\kappa+2)\propto1/\lambda$, the initial exponent would be $n=(\kappa-1)(\kappa+2)/(3\kappa)\approx7$. Collapse would then come at about 24 MV/cm, and the feedback at 10 MV/cm would cancel about 6% of the stiffness. That relation ignores the change of the ionic response with compression, so it too is only a trial. Reaching 5 MV/cm would take $n\approx56$, for which a compression of 1% would raise the permittivity by about 76%.

### Failure before collapse

**Strength.** A film may crack or yield long before its elastic equilibrium disappears. Equating the pressure $p$ to a strength $S$ gives a true field $\sqrt{8\pi S/\kappa}$. For trial strengths of 10 GPa and 1 GPa this is 106 and 33.6 MV/cm. The margin shrinks if unfavourable choices are combined. At small strain, $n=5$ multiplies the compressive pressure by $n+1=6$, so the field for a strength of 1 GPa drops to $33.6/\sqrt6\approx14$ MV/cm. That is still above 10 MV/cm, but not greatly so; with the Clausius-Mossotti permittivity the same strength is reached near 11.5 MV/cm. The factor of 20 above 10 MV/cm belongs to the main model, with its logarithmic stress law, fixed area and constant permittivity, not to every conceivable mechanical failure.

**Tunnelling.** An electron of mass $m$ facing a barrier of height $\phi$ in a field $F$ meets a triangular barrier of width $\phi/F$. The semiclassical tunnelling probability is roughly $e^{-B}$, with

$$
B=2\int_0^{\phi/F}\sqrt{2m(\phi-Fx)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}.
$$

With rough values of 1.5 eV for the barrier and 0.2 electron masses, $B=11.2$ at 5 MV/cm, where the barrier is 3 nm wide. At 204 MV/cm, the apparent collapse field, $B=0.28$ and the width is 0.074 nm; the true field at collapse is higher still, which makes both smaller. The semiclassical formula is unreliable when $B$ is below one, but so small a value shows that the barrier no longer blocks electrons effectively. An electron's potential energy would also change by a rough band gap of 5.7 eV over 0.28 nm, a distance of atomic size. Since $B$ varies as $1/F$, it is 5.6 at 10 MV/cm, where $e^{-B}\approx0.004$ already means strong tunnelling, and it falls to one at about 56 MV/cm. On this estimate the uniform film of the main model stops insulating before it can be crushed.

### Comparison with a real gate film

Hafnia layers a few nanometres thick are used in transistor gates, and a modulus of 200 GPa and a permittivity of 20 are reasonable rough values for them. The permittivity and modulus of a given film depend on its structure and preparation. Real gate films are bonded to their surroundings, which breaks the simple use of Young's modulus and, within the logarithmic stress law, moves the estimate from 204 to 236 MV/cm. They often lie on a thin silicon oxide layer that takes part of the gate voltage, so the gate voltage divided by the total thickness is not the field used here. Real films also contain defects and carry leakage current, and their breakdown depends on time under voltage and on area. The static threshold derived here contains neither dependence. For the film properties assumed here, the estimate shows that uniform elastic collapse is the wrong explanation for breakdown at 5 to 10 MV/cm; it does not by itself identify the right one. The main values behind these comparisons are listed in the numerical output below.

## Computed results

```
Young's modulus: 200 GPa
Relative permittivity: 20
Film thickness: 4 nm
Rough breakdown field: 5 MV/cm
Generous breakdown field: 10 MV/cm
Young's modulus, atomic units: 0.006798 a.u.
Collapse field, atomic units: 0.03964 a.u.
Collapse apparent field: 203.8 MV/cm
Same field converted: 2.038 V/angstrom
Collapse field from energy search: 203.8 MV/cm
True field at collapse: 336.1 MV/cm
Thickness ratio at collapse: 0.6065
Compression at collapse: 39.35 %
Pressure at collapse: 100 GPa
Collapse voltage: 81.53 V
Breakdown voltage: 2 V
Collapse / rough breakdown: 40.8
Collapse / generous breakdown: 20.4
Pressure at rough breakdown: 0.0221 GPa
Strain at rough breakdown: 0.000111
Strain at generous breakdown: 0.000443
Modulus needed for collapse at breakdown: 0.12 GPa
Actual / needed modulus: 1.66e+03
Thin spot needed at breakdown voltage: 0.098 nm
Linear-law collapse: 183 MV/cm
Free-spreading collapse: 144 MV/cm
Rough Poisson ratio: 0.3
Clamped / Young's modulus: 1.35
Clamped-film collapse: 236 MV/cm
Trial permittivity exponent n: 5
Collapse with trial n: 44.5 MV/cm
n needed for collapse at breakdown: 56.2
Field for trial strength 1 GPa: 33.6 MV/cm
Field for trial strength 10 GPa: 106 MV/cm
Rough tunnel barrier: 1.5 eV
Rough tunnelling mass: 0.2 electron masses
Rough band gap: 5.7 eV
Tunnel exponent at breakdown: 11.2
Tunnel exponent at collapse: 0.28
Barrier width at breakdown: 3 nm
Barrier width at collapse: 0.074 nm
Distance for gap-sized drop at collapse: 0.28 nm
```
